# Step velocity on a vicinal terrace with desorption and finite attachment

## What goes wrong without it

A layered semiconductor channel can be thickened one monolayer at a time by letting steps sweep across a slightly tilted crystal. The layer is complete when each step has crossed one terrace, so the growth time follows from the step velocity. Two short cuts give wrong times. If every deposited adatom is assumed to join a step, the example below gives 3.60 nm/s. If desorption is included but attachment is taken to be so fast that the adatom density at each step stays at its equilibrium value, it gives 1.91 nm/s. With finite attachment rates the velocity is 1.38 nm/s. A run timed by the fast-attachment value would stop when the steps had covered 1.38/1.91, or about 72 %, of their terraces.

## Model and conventions

The surface descends towards \(+x\) in straight steps one monolayer high, and a terrace occupies \(0<x<L\). At \(x=0\) stands the edge of the next higher terrace; adatoms join it from its lower side with rate coefficient \(k_l\). At \(x=L\) the terrace ends at its own edge, which adatoms join from the upper side with rate coefficient \(k_u\). Growth moves the steps towards \(+x\), and \(v>0\) means growth.

Adatoms arrive with flux \(F\), diffuse with diffusivity \(D\), and desorb after a mean time \(\tau\). Each incorporated growth unit adds an area \(\Omega\). The density \(c_{\rm eq}\) is in equilibrium with a step. It is the same at both ends because identical steps without mutual interaction bound the terrace. The adatoms are dilute, one species limits growth, no islands form, and no adatom crosses a step without first attaching. The steps move so slowly that the density is stationary at each terrace width. Define

\[
\lambda=\sqrt{D\tau},\quad \ell=\frac L\lambda,\quad
\beta_i=\frac{D}{k_i\lambda},\quad \Delta=F\tau-c_{\rm eq}.
\]

Here \(\lambda\) is the diffusion length before desorption. The length \(D/k_i\) measures slow attachment: it is the width of terrace whose diffusive resistance equals that of the edge. \(F\tau\) is the density far from any step, so \(\Delta>0\) drives growth and \(\Delta<0\) makes the steps retreat.

## First derivation: the adatom density

Deposition, desorption and diffusion balance at every point:

\[
Dc''-\frac c\tau+F=0 .
\]

At each end the diffusive flux into the step equals attachment minus detachment. Detachment must cancel attachment when \(c=c_{\rm eq}\), so it equals \(k_ic_{\rm eq}\). The current towards \(+x\) is \(-Dc'\). The flux into the left step is therefore \(+Dc'(0)\), and that into the right step is \(-Dc'(L)\):

\[
Dc'(0)=k_l[c(0)-c_{\rm eq}],\qquad
-Dc'(L)=k_u[c(L)-c_{\rm eq}].
\]

The deficit \(w=F\tau-c\) removes the source term, because \(w''=-c''=w/\lambda^2\). Hence

\[
w=A\cosh(x/\lambda)+B\sinh(x/\lambda).
\]

At \(x=0\), \(c'=-B/\lambda\) and \(c-c_{\rm eq}=\Delta-A\). Dividing the boundary condition by \(k_l\) gives \(-\beta_lB=\Delta-A\), or

\[
A=\Delta+\beta_lB .
\]

Write \(C=\cosh\ell\) and \(S=\sinh\ell\). The condition at \(x=L\), divided by \(k_u\), is

\[
\beta_u(AS+BC)=\Delta-AC-BS,
\]

so that \(A(C+\beta_uS)+B(S+\beta_uC)=\Delta\). Inserting \(A\) and collecting \(B\) gives

\[
BN=-\Delta(C-1+\beta_uS),
\]
\[
N=(1+\beta_l\beta_u)S+(\beta_l+\beta_u)C .
\]

The flux into the left step is \(J_l=Dc'(0)=-DB/\lambda\). Since \(C-1=2\sinh^2(\ell/2)\) and \(S=2\sinh(\ell/2)\cosh(\ell/2)\), we have \(C-1=S\tanh(\ell/2)\). Dividing numerator and denominator by \(S\), with \(M=N/S\), yields

\[
J_l=\frac{D\Delta}{\lambda}\,\frac{\tanh(\ell/2)+\beta_u}{M},
\]
\[
M=1+\beta_l\beta_u+(\beta_l+\beta_u)\coth\ell .
\]

Reflecting the terrace exchanges the labels and leaves \(M\) unchanged:

\[
J_u=\frac{D\Delta}{\lambda}\,\frac{\tanh(\ell/2)+\beta_l}{M}.
\]

During growth, slow attachment at one end raises the flux into the other. Both the numerator of \(J_l\) and \(M\) grow with \(\beta_u\), but with \(t=\tanh(\ell/2)\) and \(\coth\ell=(1+t^2)/(2t)\) the derivative \(\partial J_l/\partial\beta_u\) has the sign of

\[
1+\beta_l\coth\ell-t(\beta_l+\coth\ell)
=\frac{1-t^2}{2}\left(1+\frac{\beta_l}{t}\right)>0 .
\]

A step is fed by the terrace in front of it through its lower side and by the terrace behind it through its upper side:

\[
v=\Omega\,[J_l(L_{\rm front})+J_u(L_{\rm behind})].
\]

For equal terraces the sum is

\[
\boxed{\,v=\frac{\Omega D\Delta}{\lambda}\,
\frac{2\tanh(\ell/2)+\beta_l+\beta_u}
{1+\beta_l\beta_u+(\beta_l+\beta_u)\coth\ell}\,}
\]

This is symmetric in \(\beta_l\) and \(\beta_u\). The velocity of an equally spaced train therefore cannot reveal which side of a step attaches faster.

## Second derivation: the fate of one adatom

Let \(P(x)\) be the probability that an adatom now at \(x\) joins either step before it desorbs. To find its equation, place sites a distance \(h\) apart. The adatom hops to each neighbour at rate \(D/h^2\) and desorbs at rate \(1/\tau\), after which its probability of joining is zero. Averaging over the next event gives

\[
\left(\frac{2D}{h^2}+\frac1\tau\right)P_j
=\frac{D}{h^2}(P_{j-1}+P_{j+1}),
\]

which becomes \(DP''=P/\tau\) as \(h\to0\). On the first site, attachment at rate \(k_l/h\) replaces the hop to the left, and it leads to success with probability one:

\[
\left(\frac D{h^2}+\frac{k_l}h+\frac1\tau\right)P_1
=\frac D{h^2}P_2+\frac{k_l}{h}.
\]

Multiply by \(h\) and let \(h\to0\); the desorption term vanishes. This condition and its mirror image are

\[
DP'(0)=-k_l[1-P(0)],\qquad DP'(L)=k_u[1-P(L)].
\]

Now count growth units per unit step length. Deposition contributes \(F\int_0^LP\,dx\). The edges emit \(k_lc_{\rm eq}\) and \(k_uc_{\rm eq}\) adatoms per unit length and time. An emitted adatom is a net loss if it fails to rejoin a step. Therefore

\[
\frac v\Omega=F\!\int_0^L\!P\,dx
-c_{\rm eq}\{k_l[1-P(0)]+k_u[1-P(L)]\}.
\]

By the boundary conditions the brace equals \(D[P'(L)-P'(0)]\). This is \(\int_0^L DP''dx=\tau^{-1}\int_0^LP\,dx\), so

\[
v=\Omega\left(F-\frac{c_{\rm eq}}\tau\right)\int_0^LP\,dx
=\frac{\Omega\Delta}{\tau}\int_0^LP\,dx .
\]

The velocity is the excess of deposition over equilibrium evaporation, weighted by the chance of capture. To find the integral, measure position from the terrace centre, \(s=(x-L/2)/\lambda\), and write \(P=a\cosh s+b\sinh s\). With \(p=\cosh(\ell/2)\) and \(q=\sinh(\ell/2)\), the two conditions become

\[
a(p+\beta_lq)-b(q+\beta_lp)=1,
\]
\[
a(p+\beta_uq)+b(q+\beta_up)=1 .
\]

Multiply the first by \(q+\beta_up\), the second by \(q+\beta_lp\), and add. The terms in \(b\) cancel, and the right side is \(2q+(\beta_l+\beta_u)p\). The coefficient of \(a\) is

\[
2pq(1+\beta_l\beta_u)+(\beta_l+\beta_u)(p^2+q^2)=N,
\]

because \(2pq=\sinh\ell\) and \(p^2+q^2=\cosh\ell\). The odd part of \(P\) integrates to zero, while the even part gives \(2\lambda qa\). Using \(\lambda/\tau=D/\lambda\),

\[
v=\frac{\Omega D\Delta}{\lambda}\,
\frac{4q^2+2pq(\beta_l+\beta_u)}{N}.
\]

Division above and below by \(\sinh\ell=2pq\) turns \(4q^2\) into \(2\tanh(\ell/2)\) and \(N\) into \(M\), which is the boxed result.

## What each derivation assumes

Both routes assume independent adatoms, linear attachment and a terrace that hardly changes during an adatom's life. They are linked by \(c=F\tau-\Delta P\): substitution turns the density equation and its boundary conditions into those for \(P\).

The density route uses local balance. It gives the two fluxes separately, which unequal terraces require, and it accepts different equilibrium densities at the two ends by changing one boundary condition. Step motion and passage across steps can also be added to its fluxes.

The fate route uses the independence of adatoms directly, since \(P\) must not depend on where the others are. It gives the total captured from one terrace. Multiplied by \(\Omega\), this is the velocity of each step in an equal train, but in general not in an unequal one. The common factor \(F-c_{\rm eq}/\tau\) appears because both edges share one \(c_{\rm eq}\). In return, it separates the driving force from the efficiency of capture.

## Limits

**Fast attachment.** For \(\beta_l,\beta_u\to0\), \(v=2(\Omega D\Delta/\lambda)\tanh(\ell/2)\).

**One active side.** For \(k_u\to0\), divide numerator and denominator by \(\beta_u\to\infty\). The result is \(v=(\Omega D\Delta/\lambda)/(\beta_l+\coth\ell)\).

**Wide terraces.** For \(\ell\to\infty\), both hyperbolic functions tend to one, and \(M\) factorizes into \((1+\beta_l)(1+\beta_u)\). Thus

\[
v=\frac{\Omega D\Delta}\lambda
\left(\frac1{1+\beta_l}+\frac1{1+\beta_u}\right),
\]

and the two sides of a step collect independently.

**No desorption.** Let \(\tau\to\infty\) at fixed \(F\), and set \(d_i=D/k_i\). Then \(D\Delta/\lambda=\lambda\Delta/\tau\to\lambda F\), the numerator of \(v\) tends to \((L+d_l+d_u)/\lambda\), and \(M\to(L+d_l+d_u)/L\). Hence \(v=\Omega FL\), whatever the attachment rates. They still set the division between the steps:

\[
J_l=FL\,\frac{L/2+d_u}{L+d_l+d_u}.
\]

## Worked example

Take round model parameters: \(T=1100\) K, \(L=200\) nm, \(\Omega=0.09\) nm², \(F=0.20\) nm⁻² s⁻¹, \(D=5\times10^6\) nm²/s, \(\tau=5\) ms, \(c_{\rm eq}=4\times10^{-4}\) nm⁻², \(k_l=10^5\) nm/s and \(k_u=2\times10^4\) nm/s. Then \(\lambda=158.1\) nm, \(\ell=1.265\), \(\beta_l=0.316\), \(\beta_u=1.581\) and \(\Delta=6\times10^{-4}\) nm⁻². The prefactor \(\Omega D\Delta/\lambda\) is 1.708 nm/s, so

\[
v=1.708\times
\frac{2(0.5597)+0.3162+1.5811}
{1+0.500+1.8973(1.1731)}
\]
\[
\phantom{v}=1.708\times\frac{3.017}{3.726}
=1.38\ \text{nm/s}=4.98\ \mu\text{m/h}.
\]

One layer takes 145 s. The fluxes are \(J_l=10.9\) and \(J_u=4.46\) nm⁻¹ s⁻¹, so the lower side supplies 71 % of the growth. The density peaks at \(x=138\) nm; net diffusion runs towards the left step on one side of this point and towards the right step on the other.

Net growth amounts to only 38 % of the deposited flux. The second derivation separates the causes. Equilibrium evaporation \(c_{\rm eq}/\tau=0.08\) nm⁻² s⁻¹ offsets 40 % of \(F\). The mean capture probability is \(1.383/(0.09\times200\times0.12)=0.64\), and \(0.60\times0.64=0.38\).

The hopping equations for the density, solved with these parameters on sites 0.3 nm apart, give 1.3833 nm/s, against 1.3827 nm/s from the formula. The difference shrinks in proportion to the site spacing.

## Unequal terraces

With 250 nm in front and 150 nm behind, a step moves at 1.39 nm/s; with the widths exchanged, at 1.32 nm/s. The faster step closes the wide terrace ahead of it. For small alternating deviations \(L\pm\delta\), the wide terrace changes at the velocity of the step ahead minus that of the step behind. To first order this gives \(\dot\delta=-r\delta\), with

\[
r=2\Omega\frac{d(J_l-J_u)}{dL}.
\]

Here \(J_l-J_u=(D\Delta/\lambda)(\beta_u-\beta_l)/M\), and \(dM/dL=-(\beta_l+\beta_u)/(\lambda\sinh^2\ell)\). Therefore

\[
r=\frac{2\Omega D\Delta(\beta_u^2-\beta_l^2)}
{\lambda^2\sinh^2\!\ell\;M^2}.
\]

During growth, pairing decays if \(k_l>k_u\) and grows if \(k_l<k_u\). In the example \(1/r=712\) s, about five layer times.

## Real growth and the limits of the model

The example illustrates step-flow growth of a layered semiconductor on a vicinal wafer and is not fitted to a particular process. A 0.65 nm step height and 200 nm terraces correspond to a miscut of 0.19°, and the model then takes about 2.4 minutes per layer. The kinetic coefficients are illustrative, not measured. The formula describes growth on terraces of the same crystal; a first layer on a foreign substrate needs different edge conditions. Successive steps must also have the same edge structure. This can fail in stackings that turn alternate layers by 180°, where neighbouring steps may attach adatoms at different rates. The growth rate also depends strongly on temperature. Assume rough activation energies of 1.0 eV for \(D\), 2.3 eV for desorption, 1.0 eV for \(c_{\rm eq}\), and 1.5 and 1.6 eV for \(k_l\) and \(k_u\). At fixed \(F\) and \(L\), a region 10 K hotter then grows 27 % more slowly, and one 10 K colder 22 % faster, relative to 1100 K. Most of the slowing comes from \(c_{\rm eq}/\tau\), whose activation energy is 3.3 eV. It rises from 0.080 to about 0.109 nm⁻² s⁻¹, which alone cuts \(F-c_{\rm eq}/\tau\) by about 25 %.

Step crossing and step motion matter less in this example. If adatoms can cross steps with a rate coefficient equal to \(k_l\), \(v\) rises by 4.6 %; at \(10^8\) nm/s it rises by 6.8 %. Including the motion of the steps in the diffusion problem changes \(v\) by about one part in \(10^5\). The slowest time constant for relaxation of the density is about 2 ms, far below the layer time, and the highest adatom coverage is \(6\times10^{-5}\).

Islands depend on the step energy \(\gamma\) per length. An island of radius \(R\) costs \(2\pi R\gamma-\pi R^2g/\Omega\), where \(g=k_BT\ln(c_{\max}/c_{\rm eq})=0.046\) eV at the density peak. The maximum, at \(R=\Omega\gamma/g\), is \(\pi\Omega\gamma^2/g\). For an assumed \(\gamma=1\) eV/nm this barrier is 6.1 eV. Taking \(Dc_{\max}^2\) as a rough attempt rate per area gives about \(10^{-21}\) islands per area \(L^2\) and layer. The same estimate reaches one island at \(\gamma\approx0.5\) eV/nm. This attempt rate is on the low side. A steady-state nucleation rate built on the site density \(1/\Omega\), with capture limited by attachment or by diffusion, gives ten to a hundred times more islands at \(\gamma=1\) eV/nm and reaches one island at 0.55 to 0.58 eV/nm. The island-free model is therefore unsafe below about 0.6 eV/nm.

Limited supply of a second chemical species and differences between edge types are not sized. Meandering matters here because \(k_l>k_u\), which damps pairing during growth, also favours the growth of long ripples that run in phase along all steps. Step stiffness opposes them, most strongly at short wavelengths, but in this example it does not remove the instability. With a stiffness of 1 eV/nm and no diffusion along the step edge, linear stability analysis of the same equations gives a fastest ripple of about 210 nm wavelength. It grows by a factor \(e\) in about 190 s, or 1.3 layer times. At 10 eV/nm the same growth takes about eight layer times. The calculated velocity therefore applies only while the steps remain nearly straight. Where the second species changes only the attachment rates and leaves \(c_{\rm eq}\) fixed, the formula shows the sensitivity: doubling \(k_l\) alone gives 1.48 nm/s, and doubling \(k_u\) alone gives 1.49 nm/s. In a compound its supply can also shift \(c_{\rm eq}\). Since \(v\) is proportional to \(\Delta\), a value of \(c_{\rm eq}\) lower by 20 % would alone give 1.57 nm/s. The numerical output below lists the parameters and most of the calculated values.

## Values computed for the example and the checks

```
temperature: 1100 K; terrace width: 200 nm
step height: 0.65 nm; miscut: 0.186 degrees
area per growth unit: 0.09 nm^2
deposition flux: 0.20 nm^-2 s^-1
diffusivity: 5.00e+06 nm^2/s
desorption time: 5.00e-03 s
equilibrium density: 4.00e-04 nm^-2
kl: 1.00e+05 nm/s; ku: 2.00e+04 nm/s
D/kl: 50.0 nm; D/ku: 250.0 nm
diffusion length: 158.11 nm; L/lambda: 1.2649
beta_l: 0.3162; beta_u: 1.5811 (dimensionless)
F tau: 1.00e-03 nm^-2
Delta: 6.00e-04 nm^-2
tanh(l/2): 0.5597; coth(l): 1.1731
Omega D Delta/lambda: 1.7076 nm/s
density at x=0: 5.0902e-04 nm^-2
density at x=L: 6.2304e-04 nm^-2
highest density: 6.5043e-04 nm^-2 at x = 137.8 nm
flux J_l: 10.9022 nm^-1 s^-1; J_u: 4.4608 nm^-1 s^-1
step velocity: 1.3827 nm/s = 4.978 um/h
time per layer: 144.6 s
layer rate: 0.415 layers/min
deposited share incorporated: 38.4 %
velocity from hopping model: 1.3833 nm/s
velocity, fast attachment: 1.9117 nm/s
velocity, ku = 0: 1.1465 nm/s
velocity, very wide terraces: 1.9589 nm/s
velocity, no desorption: 3.6000 nm/s
J_l share without desorption: 70.0 %
velocity with kl doubled: 1.4836 nm/s
velocity with ku doubled: 1.4918 nm/s
velocity, 250 nm front, 150 nm behind: 1.3911 nm/s
velocity, 150 nm front, 250 nm behind: 1.3164 nm/s
pairing decay time: 711.7 s
relative change from step motion: 9.68e-06
slowest density relaxation: 1.868 ms
relaxation time / layer time: 1.29e-05
highest adatom coverage: 5.85e-05
change, permeability = kl: 4.57 %
change, permeability 1e8 nm/s: 6.76 %
assumed activation energies in eV (tau: desorption barrier):
  D 1.0, tau 2.3, ceq 1.0, kl 1.5, ku 1.6
velocity at 1110 K: 1.0100 nm/s (-27.0 %)
velocity at 1090 K: 1.6862 nm/s (+22.0 %)
assumed step energy: 1.0 eV/nm
nucleation drive per unit: 0.0461 eV
critical island radius: 1.95 nm
island barrier: 6.14 eV
nucleation attempts per L^2 and layer: 1.2e+07
islands per L^2 and layer: 9.5e-22
step energy for one island: 0.50 eV/nm
```
